# Fitting an exponential band-tail width from levels in a finite window

## A window that measures itself

Take a tail of localized levels whose density falls exponentially with depth, and record the levels in an energy window much shorter than the decay width. Across such a window the density is nearly flat, so the recorded depths, counted from the window's upper edge, are nearly uniform. Their mean is half the window length, whatever the decay width may be. For an unlimited exponential the mean depth equals the width, and anyone who carries that rule over will here report half the window length as a property of the material.

With a width of 30 meV and a window of 15 meV, the expected mean is $0.2293\times30=6.9$ meV, close to the flat value of 7.5 meV and far from 30 meV. More levels only determine the wrong number more sharply. Yet the small difference between 6.9 and 7.5 meV does carry the width. The task is to extract it, and to know when the data cannot supply it.

## The bias for any window

Let $E>0$ be the depth below the conduction-band edge and

$$g(E)=g_0e^{-E/w}$$

the density of levels per volume and energy. Levels are recorded for $a<E<b$, with both limits fixed before the data are seen. Write $x=E-a$ and $L=b-a$. Each level in the window is assumed to be recorded, with negligible reading error, and the levels are assumed to be independent.

Within the window the distribution of $x$ is proportional to $e^{-x/w}$. Its normalization is

$$\int_0^L e^{-x/w}dx=w(1-e^{-L/w}),$$

and integration by parts gives

$$\int_0^L xe^{-x/w}dx=-Lwe^{-L/w}+w^2(1-e^{-L/w}).$$

The ratio is the expected mean,

$$m(w)=w-\frac{Le^{-L/w}}{1-e^{-L/w}}=w-\frac{L}{e^{L/w}-1}.$$

The last term is the bias of the uncorrected mean. It does not contain the number of levels $N$. If depths are averaged from the band edge instead, $a$ is added, and the error can take either sign.

For the main example, $w=30$ meV, $a=20$ meV and $b=80$ meV, so $L/w=2$. The bias is $-60/(e^2-1)=-9.39$ meV. The mean is 20.61 meV from the window top and 40.61 meV from the band edge: one version is 9.39 meV too low, the other 10.61 meV too high.

## What the data say about the width

The formula for $m(w)$ suggests equating it to the sample mean $\bar x$. The likelihood shows that this uses all the information about $w$ in the list.

In a film of volume $\Omega$ the expected number of levels per energy is $Ae^{-x/w}$, with $A=\Omega g_0e^{-a/w}$. For independent levels forming a Poisson process, the log-likelihood is the sum of the log density at the observed levels minus the expected total number:

$$\ln P=N\ln A-\frac{N\bar x}{w}-Aw(1-e^{-L/w}).$$

The amplitude is unknown, so maximize over it first. Setting $\partial\ln P/\partial A=0$ gives $A=N/[w(1-e^{-L/w})]$. The last term then equals $-N$, and apart from constants

$$\ell=-N\left[\frac{\bar x}{w}+\ln\{w(1-e^{-L/w})\}\right].$$

This is the log-likelihood of the truncated exponential. The width enters the data term through $\bar x$ alone.

The steepness $\beta=1/w$ makes the structure plain. With $Z(\beta)=\int_0^Le^{-\beta x}dx$,

$$\ell=-N(\beta\bar x+\ln Z).$$

Differentiating under the integral gives $-d\ln Z/d\beta=m$ and $d^2\ln Z/d\beta^2=\langle x^2\rangle-\langle x\rangle^2=V$, the variance of $x$. Hence

$$\frac{d\ell}{d\beta}=N(m-\bar x),\qquad \frac{d^2\ell}{d\beta^2}=-NV<0 .$$

The maximum therefore satisfies

$$\boxed{\bar x=w-\frac{L}{e^{L/w}-1}}$$

As $\beta\to0$ the distribution becomes uniform and $m\to L/2$; as $\beta\to\infty$, $m<1/\beta\to0$. Between these limits $m$ falls strictly, since $dm/d\beta=-V$. A finite positive solution thus exists, and is unique, exactly when $0<\bar x<L/2$.

If $\bar x\ge L/2$, then $m-\bar x<0$ for every positive $\beta$, and the likelihood keeps rising as $w\to\infty$. The right report is then that no finite width is preferred. Either the list is too short for its window or the density does not fall with depth.

## From a slow correction to a safe one

The obvious repair is to add back the missing term and repeat:

$$w_{\rm new}=\bar x+\frac{L}{e^{L/w}-1}.$$

To see how fast this converges, we need $V$. From $m=1/\beta-L/(e^{\beta L}-1)$,

$$V=-\frac{dm}{d\beta}=\frac1{\beta^2}-\frac{L^2e^{\beta L}}{(e^{\beta L}-1)^2}
=w^2-\frac{L^2}{4\sinh^2(L/2w)},$$

where $(e^y-1)^2=4e^y\sinh^2(y/2)$ was used. The derivative of the repeated correction with respect to $w$ is

$$\frac{L^2e^{L/w}}{w^2(e^{L/w}-1)^2}=1-\frac{V}{w^2}.$$

Near the solution this is the factor by which an error shrinks per pass. In the example $\sqrt V=15.76$ meV, so the factor is $1-(15.76/30)^2=0.72$. In a short window $V$ tends to $L^2/12$, the variance of a uniform distribution, and the factor approaches one. The repair stalls where it is most needed.

Newton's method removes the stall. Set $u=L/w$, $q=\bar x/L$ and solve $r(u)=q$, where

$$r(u)=\frac{m}{L}=\frac1u-\frac1{e^u-1}.$$

Since $u=\beta L$, the slope is $r'=-V/L^2$. A safe starting point needs the curvature. Differentiating $V$ gives

$$K\equiv-\frac{dV}{d\beta}=2w^3-\frac{L^3\cosh(L/2w)}{4\sinh^3(L/2w)},\qquad r''=\frac K{L^3}.$$

Here $K$ is the third cumulant of $x$. With $v=L/2w$,

$$K=\frac{L^3}{4}\left(\frac1{v^3}-\frac{\cosh v}{\sinh^3v}\right),$$

so $K>0$ if $\sinh v>v\cosh^{1/3}v$. Consider $F=\sinh v\,\cosh^{-1/3}v-v$, which vanishes at $v=0$. With $c=\cosh v$ and $\sinh^2v=c^2-1$,

$$F'=c^{2/3}-\frac{c^2-1}{3c^{4/3}}-1=\frac23c^{2/3}+\frac13c^{-4/3}-1 .$$

The weighted arithmetic mean of $c^{2/3}$ and $c^{-4/3}$ exceeds their weighted geometric mean, $c^{4/9}c^{-4/9}=1$, for $v>0$. Hence $F'>0$, $F>0$ and $K>0$: the curve $r(u)$ is convex.

Its tangent at the origin follows from $s=1/(e^u-1)+1/2=\tfrac12\coth(u/2)$, which obeys $s'=\tfrac14-s^2$. Insert $s=1/u+c_1u+c_3u^3+\dots$. The constant terms give $c_1=\tfrac14-2c_1$, or $c_1=1/12$. The $u^2$ terms give $3c_3=-c_1^2-2c_3$, or $c_3=-1/720$. Since $r=1/u-s+1/2$,

$$r=\frac12-\frac u{12}+\frac{u^3}{720}+\dots$$

A convex curve lies above its tangent, so at

$$u_0=12\left(\tfrac12-q\right)$$

we have $r(u_0)>q$, and $u_0$ lies below the root. The Newton step is

$$u_{n+1}=u_n+\frac{r(u_n)-q}{V(u_n)/L^2}.$$

Each tangent lies below the curve, so it reaches the height $q$ before the curve does. The iterates therefore rise without overshooting. Being bounded by the root, they converge, and their limit must satisfy $r=q$. For small $u$ the series, with slope $-1/12+u^2/240$, replaces the closed form, in which nearly equal terms cancel.

The algorithm is then:

1. Fix $a$ and $b$, select the levels, and compute $N$, $\bar x$ and $q$.
2. If $q\ge1/2$, report that no finite width maximizes the likelihood.
3. Otherwise start at $u_0$, iterate to convergence, and set $\hat w=L/u$.
4. Attach the interval derived below.

## One list of levels

A synthetic film of $100\times100\times30$ nm³ has $\Omega=3\times10^{-16}$ cm³. With $g_0=10^{20}$ cm⁻³ eV⁻¹, the expected count in the window is

$$\Omega g_0w(e^{-2/3}-e^{-8/3})=399.5,$$

with $w=0.030$ eV in this product. Levels were drawn from the whole tail and then selected, which left 385 with $\bar x=20.216$ meV.

Thus $q=20.216/60=0.3369$ and $u_0=1.957$, a first width of 30.66 meV. The next iterates are 28.65 and 28.63 meV, after which the printed digits no longer change. A direct numerical search over amplitude and width in the Poisson likelihood also gave 28.63 meV. The correction has added 8.41 meV to the mean.

When the same list was reflected about mid-window, its mean became $60-20.22=39.78$ meV, above $L/2$. The likelihood then rose throughout the trial range from 5 to $10^5$ meV, as the existence condition requires.

## How far to trust the fitted width

For given $N$, $\bar x$ has variance $V/N$. To first order $\delta\beta=-\delta\bar x/V$ and $\delta w=-w^2\delta\beta$, so

$$\mathrm{se}(\hat\beta)=\frac1{\sqrt{NV}},\qquad \mathrm{se}(\hat w)=\frac{w^2}{\sqrt{NV}}.$$

For this list the standard error of the width is 2.67 meV. The log-likelihood is simplest in $\beta$, so the interval $\hat\beta\pm1.96\,\mathrm{se}(\hat\beta)$ is formed there and inverted. It runs from 24.2 to 35.0 meV, longer on the upper side, and contains the true 30 meV. If its lower limit in $\beta$ is not positive, the width has no upper limit at this confidence.

The fit has a small bias of its own. Regard $\hat w$ as a function of $\bar x$, with first derivative $w^2/V$. Since $dV/dw=K/w^2$, the second derivative is

$$\frac{w^2}{V}\frac{d}{dw}\left(\frac{w^2}{V}\right)=\frac{w^2}{V}\left(\frac{2w}{V}-\frac K{V^2}\right).$$

Half of this times $V/N$ gives the leading bias,

$$\frac{w^3}{NV}-\frac{w^2K}{2NV^2}.$$

At 399.5 levels, with $K=2661$ meV³, this is $0.27-0.05=0.22$ meV. It falls as $1/N$, unlike the bias of the uncorrected mean.

This expansion has a limit of validity. Near $\bar x=L/2$ the linear part of $r$ gives

$$\hat w\simeq\frac{L^2}{12(L/2-\bar x)} .$$

The probability density of $\bar x$ is positive at $L/2$, so averaging this expression over lists diverges logarithmically. Strictly, $\hat w$ has no finite mean at any finite $N$. The expansion is useful when $L/2$ is many standard errors away; here the distance is $(30-20.61)/0.79\approx12$. For lists of ten levels from the same window, 3.5 % gave no finite width.

Repeated synthetic films show the two behaviours. The smaller area was drawn 20,000 times and the area four times larger 5,000 times, at fixed thickness and window:

| Expected levels | Mean: bias, scatter (meV) | Fit: bias, scatter (meV) |
|---|---|---|
| 399.5 | −9.39, 0.79 | 0.23, 2.96 |
| 1598.2 | −9.39, 0.39 | 0.05, 1.43 |

The uncorrected mean scatters less than the fit, which makes it look the better estimator. It is precise about the wrong quantity. The fit's scatter agrees with the first-order values of 2.86 and 1.43 meV to within 4 %, and the 95 % intervals covered the true width in 94.9 % of films at both areas.

## Choosing the window

For $L\gg w$, $V\to w^2$ and $K\to2w^3$. The truncation term vanishes, the two parts of the leading bias cancel, and $\mathrm{se}(\hat w)/w\to1/\sqrt N$. For $L\ll w$, $V\to L^2/12$ and

$$\frac{\mathrm{se}(\hat w)}w\to\sqrt{\frac{12}N}\,\frac wL.$$

| $L/w$ | Uncorrected mean$/w$ | $\sqrt N\,\mathrm{se}(\hat w)/w$ |
|---|---|---|
| 0.5 | 0.229 | 6.97 |
| 1 | 0.418 | 3.55 |
| 2 | 0.687 | 1.90 |
| 4 | 0.925 | 1.20 |
| 8 | 0.997 | 1.01 |

In this first-order estimate, a relative standard error of 10 % needs about $(1.904/0.1)^2\approx360$ recorded levels at $L/w=2$, but about 4,900 at $L/w=0.5$. The correction removes the bias of a short window; it cannot restore the missing information.

A longer window is better while the density remains exponential. The fit does not establish that it does, because any list with $0<\bar x<L/2$ yields a width. For a pure exponential every sub-window has the same $w$, so fits to the upper and lower halves should agree within their errors. Disagreement signals curvature, a background or uneven detection. Agreement shows little at the size of the example: with 400 levels the two half-window values of $\beta$ have standard errors of about 21 % and 34 % (the lower-half width is strongly skewed, with its central 68 % between 22 and 45 meV), and the background, 300 K smearing and 21 meV scatter treated below separate them by less than half a standard error. A detection probability proportional to $e^{-x/\lambda}$ escapes this comparison: it multiplies the density and yields $1/w+1/\lambda$ in place of $1/w$.

## When the tail belongs to a real film

The parameters are rough values in the regime of amorphous In-Ga-Zn oxide, where conduction-tail widths are of order tens of meV. A complete list of levels is an idealization: ordinary current or capacitance measurements give a smoothed density. At large $N$ the fit returns the width whose truncated mean matches that of the actual density, so departures from the model can be sized.

A flat deep-state background of $10^{18}$ cm⁻³ eV⁻¹ raises the fitted width from 30 to 31.5 meV. It supplies about 4.3 % of the levels and raises the mean by $0.043\times9.39=0.40$ meV; the factor $w^2/V=3.62$ turns this into about 1.5 meV.

A symmetric reading error with distribution $k(s)$ changes an unlimited exponential into

$$\int e^{-(E-s)/w}k(s)ds=e^{-E/w}\int e^{s/w}k(s)ds,$$

with the same slope if the integral converges. For the thermal line shape $k\propto1/\cosh^2(s/2k_BT)$ this requires $k_BT<w$. A real tail ends at the band edge. Above it the estimate uses the constant $g_0$ plus a free-electron band of mass $0.34\,m_e$. Taking the full thermal line as the error of each reading, a pessimistic choice, gives 30.0 meV at 10 K, 29.3 meV at 77 K and 37.9 meV at 300 K. At room temperature the error is thus 26 % of the true width, several times the effect of the background. It is not monotonic: the same model gives 28.1 meV at 150 K and 29.95 meV at 200 K, where opposite shifts cancel. The values also depend on what is assumed above the edge. With the constant $g_0$ alone they are 30.3 meV at 77 K and 50 meV at 300 K; with band mass $m_e$ they are 25.8 and 31.7 meV. At 10 K all these choices give 30.0 meV, so only cold readings are free of the assumption. Even at 10 K the thermal line, 3.0 meV wide at half height, far exceeds the mean level spacing of 0.07 to 0.5 meV in the example window, so the levels could not be told apart by energy alone.

Interactions may matter even then. The typical spacing $(g_0w)^{-1/3}$ is 6.9 nm. At relative permittivity 10, the unscreened Coulomb shift between two filled levels at that distance is about 21 meV. Taken as the standard deviation of a Gaussian scatter applied to the tail and the band states alike, it lowers the fitted width to about 27 meV. The lowering comes from band states spread into the window, since a pure exponential would keep its slope; without the free-electron band the fit rises to 32.4 meV, and without the constant $g_0$ to 31.1 meV, so the sign of this shift depends on the assumed band. Screening or correlated filling could change it further. The wavefunction decay length $\hbar/\sqrt{2m^*a}$ at the window top is 2.4 nm, with $m^*$ the band mass. The corresponding splitting scale, $a$ times the exponential of minus spacing over decay length, is 1.1 meV. Closer pairs are the rule: for randomly placed levels in bulk, counting the whole tail, a fraction $1-e^{-4\pi/3}=98.5$ % have their nearest neighbour within 6.9 nm, and the median distance is 3.8 nm. There the unscreened Coulomb shift of point charges is 38 meV, or 29 meV for wavefunctions that decay as a simple exponential with the length above. The splitting scale is 4.0 meV, and two zero-range wells at that distance split by about 10 meV. A Gaussian scatter of 38 meV gives a fitted width of 31.6 meV, or 44 meV without the free-electron band. In the 30 nm film the median distance is 3.9 nm; if only levels deeper than the window top are counted, it is 4.9 nm and the point-charge shift 29 meV. At this density the independence of the levels is therefore doubtful. These last figures are scales, not predictions for a particular film.

## Computed results

```
true tail width w: 30.0 meV
window: 20 to 80 meV, length L = 60 meV
g0: 1.0e+20 cm^-3 eV^-1
film: 100 x 100 x 30 nm^3
One film
 levels in window: 385
 mean depth from window top: 20.216 meV
 mean depth from band edge: 40.216 meV
 Newton widths (meV): 30.6614, 28.6517, 28.6283, 28.6283, 28.6283
 fitted width: 28.63 meV, standard error 2.67 meV
 direct likelihood search: 28.63 meV
 95 % interval: 24.2 to 35.0 meV
Theory at the true width
 mean from window top: 20.609 meV
 bias of that mean as width: -9.391 meV
 bias of mean from band edge: 10.609 meV
 standard deviation of x: 15.759 meV
 third cumulant: 2661 meV^3
Repeated films, area factor 1, expected levels 399.5
 uncorrected mean: bias -9.39, scatter 0.79 meV
 fit: bias 0.23 (theory 0.22) meV
 fit: scatter 2.96 (theory 2.86) meV
 coverage of 95 % interval: 94.9 %
Repeated films, area factor 4, expected levels 1598.2
 uncorrected mean: bias -9.39, scatter 0.39 meV
 fit: bias 0.05 (theory 0.06) meV
 fit: scatter 1.43 (theory 1.43) meV
 coverage of 95 % interval: 94.9 %
L/w, uncorrected mean / w, sqrt(N) * se(w) / w
 0.5  0.2293  6.971
 1.0  0.4180  3.551
 2.0  0.6870  1.904
 4.0  0.9254  1.199
 8.0  0.9973  1.011
ten-level lists without finite width: 3.5 %
Neglected effects, large-sample fitted width
 flat background 1e+18 cm^-3 eV^-1: 31.53 meV
 reading error at 10 K (kT = 0.86 meV): 30.00 meV
 reading error at 77 K (kT = 6.64 meV): 29.26 meV
 reading error at 300 K (kT = 25.85 meV): 37.90 meV
 band mass 0.34 m_e, relative permittivity 10
 typical spacing of tail levels: 6.93 nm
 Coulomb shift at that spacing: 20.8 meV
 width with that Gaussian scatter: 27.14 meV
 decay length at window top: 2.37 nm
 tunnel splitting scale: 1.07 meV
```
